# Diffusive Capture of Electrons by Cations and the Langevin Limit, part 2

Electrons diffuse and drift in a medium of permittivity $\varepsilon=\varepsilon_0\varepsilon_r$ and are captured by dilute, isolated cations of charge $+e$. At distance $r$ from a cation, an electron has the potential energy

$$U(r)=-\frac{e^2}{4\pi\varepsilon r}=-k_BT\,\frac{R}{r},\qquad R=\frac{e^2}{4\pi\varepsilon k_BT},$$

taken as zero at infinite separation. The diffusion coefficient and mobility obey $D=\mu k_BT/e$, and the drift velocity is $-DR/r^2$, negative meaning inward. A prime on a function of $r$ means $d/dr$. The electron density is $n$, with distant value $c$, and one cation captures $kc$ electrons per unit time. The magnitude of a uniform applied electric field is $F$.

With $n=q\,e^{R/r}$, the flux obeys $r^2n'+Rn=r^2e^{R/r}q'$. For perfect capture at the contact radius $a$, the steady inward flux $J=kc$ satisfies

$$c=\frac{J}{4\pi D}\int_a^\infty\frac{e^{-R/r}}{r^2}\,dr,\qquad \boxed{k=\frac{4\pi DR}{1-e^{-R/a}}}.$$

The integral acts as a resistance. The fraction of it beyond a radius $\rho$ is

$$\frac{1-e^{-R/\rho}}{1-e^{-R/a}},$$

so for $R\gg a$ half lies beyond $\rho=R/\ln2$. In that limit $k$ tends to the Langevin value $k_L=e\mu/\varepsilon$, which a drift-only model also gives. For a neutral absorber $k=4\pi Da$. The steady profile is

$$\frac{n(r)}{c}=\frac{1-e^{R/r-R/a}}{1-e^{-R/a}},$$

which for $R\gg a$ is nearly uniform except close to contact.

If capture at contact is imperfect, with rate $k_an(a)$, the rate constant is halved at $k_a=k_De^{-R/a}$, where $k_D$ is its value for perfect capture.

The example is a film of poly(4-hydroxystyrene) at 300 K, with $\varepsilon_r=3$, $a=0.7$ nm and $\mu=0.01\ \mathrm{cm^2/Vs}$. Rate constants are in $\mathrm{cm^3/s}$.

## Time dependence, escape and a resist film

In what follows, $n(r,t)$ is the electron density around a cation, $c$ its value far away, $D$ the diffusion coefficient and $\mu$ the mobility. The contact radius is $a$, and $R=e^2/(4\pi\varepsilon k_BT)$ is the Onsager radius. Perfect capture at contact has the steady rate constant

$$k=4\pi DK,\qquad K=\frac{R}{1-e^{-R/a}},$$

which tends to the Langevin value $k_L=e\mu/\varepsilon$ for $R\gg a$. The inward flux through a sphere is $4\pi D(r^2n'+Rn)$, and $q=ne^{-R/r}$ is the density divided by its Boltzmann factor.

A steady rate constant is useful only after the density around the cations has settled. The number of electrons between two neighbouring spheres changes by the difference of the fluxes through them, so

$$\frac{\partial n}{\partial t}=\frac{D}{r^2}\frac{\partial}{\partial r}\left(r^2n'+Rn\right)
=D\left(n''+\frac2rn'+\frac{R}{r^2}n'\right).$$

The drift term acts only where the density has a gradient. A uniform density is therefore changed only by the absorber at contact.

At late times, when $\sqrt{Dt}$ is much larger than $R$ and $a$, there are two regions. For $r\ll\sqrt{Dt}$ the density is nearly steady, but its effective distant value is some $c_*(t)$ instead of $c$. The steady solution is

$$q=c_*-\frac{Kc_*}{R}\left(1-e^{-R/r}\right),$$

as follows from integrating $q'=Kc_*e^{-R/r}/r^2$ inward from infinity. For $r\gg R$ one may use $1-e^{-R/r}\simeq R/r$ and $e^{R/r}\simeq1+R/r$. To first order in $1/r$,

$$n\simeq c_*\left(1+\frac Rr-\frac Kr\right)=c_*-\frac{(K-R)c_*}{r}.$$

In the outer region, where $r$ is of order $\sqrt{Dt}$, the drift term is smaller than $2n'/r$ by the factor $R/(2r)$ and can be dropped at leading order. The function $\phi=r(n-c)$ then obeys $\partial\phi/\partial t=D\phi''$. For a density that is uniform at the start, $\phi=0$ initially. The inner solution requires $\phi\to-(K-R)c$ as $r\to0$. The solution is

$$\phi=-(K-R)c\;\mathrm{erfc}\!\left(\frac{r}{\sqrt{4Dt}}\right).$$

For small $z$, $\mathrm{erfc}(z)\simeq1-2z/\sqrt\pi$. With $z=r/\sqrt{4Dt}$ this gives

$$n\simeq c-\frac{(K-R)c}{r}+\frac{(K-R)c}{\sqrt{\pi Dt}}.$$

The part independent of $r$ is $c_*$. Since the capture rate is $kc_*$, the late rate constant is

$$k(t)\simeq k\left[1+\frac{K-R}{\sqrt{\pi Dt}}\right]\qquad\text{(uniform start)}.$$

If the electrons instead start in the equilibrium density $ce^{R/r}$, then $\phi\simeq Rc$ initially at large $r$. The condition at small $r$ is unchanged, so $\phi=Rc-Kc\,\mathrm{erfc}(r/\sqrt{4Dt})$. The constant part of $n$ is now $c[1+K/\sqrt{\pi Dt}]$, and

$$k(t)\simeq k\left[1+\frac{K}{\sqrt{\pi Dt}}\right]\qquad\text{(Boltzmann start)}.$$

The difference comes from the extra electrons that the attraction has already gathered around the cation. A numerical solution of the time-dependent equation for $R=a$, continued to $t\simeq10^4R^2/D$, gave amplitudes of $0.583R$ and $1.585R$ for the two starts. The formulas give $0.582R$ and $1.582R$.

For $R\gg a$ the uniform start has almost no slow transient, because $K-R=R/(e^{R/a}-1)$ is exponentially small. The uniform density is already the one that carries the Langevin flux, and only the thin depleted layer at contact has to form. With the polymer parameters the computed rate constant had reached 1.00 of its steady value after 1 ps. This time is shorter than the mean interval $s^2/6D\simeq1.6$ ps between hops of length $s=0.5$ nm, so it means only that no slow transient remains. The layer itself should not be taken literally either. Setting $r=a+y$ in the steady profile gives a deficit proportional to $e^{-Ry/a^2}$, so its thickness is $a^2/R\simeq0.03$ nm, which is shorter than a molecular hop.

Bulk capture must be distinguished from the fate of an electron born close to its own cation. Let $p(r)$ be the probability that an electron now at $r$ is never captured there. After a short time its average over the possible new positions must still equal $p(r)$. The random displacements contribute $D(p''+2p'/r)$ to the rate of change of this average, and the drift velocity $-DR/r^2$ contributes $-DRp'/r^2$. Hence

$$p''+\left(\frac2r-\frac{R}{r^2}\right)p'=0.$$

Dividing by $p'$ and integrating gives $p'=Ce^{-R/r}/r^2$, where $C$ is a constant. A further integration with $p(a)=0$ and $p(\infty)=1$ yields

$$p(r_0)=\frac{e^{-R/r_0}-e^{-R/a}}{1-e^{-R/a}}$$

for an electron born at $r_0$. When $R\gg a$, this is close to $e^{-R/r_0}$ unless $r_0$ is near contact. An electron starting at $r_0=R$ escapes with probability $e^{-1}$, or 37 percent, so the Onsager radius is not a boundary inside which capture is certain.

The probability of surviving until time $t$ obeys the same equation with $\partial p/\partial t$ on the right, after multiplication of the left side by $D$. So does $q$: substituting $r^2n'+Rn=r^2e^{R/r}q'$ into the continuity equation gives $\partial q/\partial t=D[q''+(2/r-R/r^2)q']$. For a Boltzmann start, $q/c$ is initially one and vanishes at contact, just as the survival probability does. The two functions are therefore equal, and the late survival probability is $p(r_0)[1+K/\sqrt{\pi Dt}]$. A time-dependent solution for one electron released at 3.007 nm in the polymer model gave $p=2.084\times10^{-3}$ once this late factor was divided out. The formula gives the same value to the digits shown.

The polymer example takes $\varepsilon_r=3$, $a=0.7$ nm and $\mu=0.01\ \mathrm{cm^2/Vs}$ at 300 K, where $k_BT/e=0.02585$ V. Then

$$D=0.01\times0.02585=2.585\times10^{-4}\ \mathrm{cm^2/s}.$$

The definition of $R$ gives 18.57 nm, so $R/a=26.5$ and the Langevin limit applies within the model. The rate constant is

$$k=4\pi(2.585\times10^{-4})(18.57\times10^{-7})
=6.03\times10^{-9}\ \mathrm{cm^3/s}.$$

Suppose that free electrons and cations are present in equal densities $N$, initially $N_0=10^{15}\ \mathrm{cm^{-3}}$. Each capture removes one of each, so $dN/dt=-kN^2$ and

$$\frac1N-\frac1{N_0}=kt.$$

Half of them remain when $t=1/(kN_0)=166$ ns.

Poly(4-hydroxystyrene) is used as a base polymer in resists for extreme-ultraviolet (EUV) lithography. The values above are rough or chosen; they are not measurements of a particular film. The mobility is the least certain, and $k$ is proportional to it. At fixed mobility, permittivities of 2.5 and 4 give $7.2\times10^{-9}$ and $4.5\times10^{-9}\ \mathrm{cm^3/s}$. The half-life also assumes that cations are the only sinks. Chemically amplified resists break this assumption, because they contain photoacid generators, which can capture electrons. Take 0.1 of these molecules per $\mathrm{nm^3}$, each a perfect neutral absorber of radius 0.5 nm. The neutral limit of the rate formula, with $D=0.02585\ \mathrm{nm^2/ps}$, gives a first estimate of the mean electron lifetime

$$\frac{1}{4\pi(0.02585)(0.5)(0.1)}\simeq62\ \mathrm{ps}.$$

The steady rate is not reached at once, however. For a neutral absorber the transient term is $a/\sqrt{\pi Dt}$, which is still 0.22 at 62 ps. Capture is faster than the steady rate at first, and for continuous diffusion the mean lifetime is nearer 40 ps. Hops of 0.5 nm are as long as the absorber radius, however, and can step over an absorber, so the lifetime is known only to be some tens of picoseconds. The 166 ns half-life for bulk cation capture is about 2700 times the steady estimate. The constant $k$ is unchanged by this competition, but few free electrons would survive to be captured by cations. The 166 ns therefore belongs to a neat sample without the generator, in which other traps are also unimportant and which is thick compared with $R$.

The density of $10^{15}\ \mathrm{cm^{-3}}$ can be set beside a rough estimate for an EUV exposure. Let 30 mJ/cm² arrive in 300 equal pulses, with an absorption coefficient of $5\ \mathrm{\mu m^{-1}}$ and photons of 91.8 eV. Near the surface of the film, $3.4\times10^{17}$ photons are absorbed per $\mathrm{cm^3}$ in each pulse. If each makes three electron–cation pairs separated by 3 nm, the escape probability is $2.05\times10^{-3}$, and

$$3.4\times10^{17}\times3\times2.05\times10^{-3}\simeq2.1\times10^{15}\ \mathrm{cm^{-3}}$$

free pairs result. Most electrons in this estimate return to their own cations and never take part in bulk capture. Like the half-life, the estimate leaves out the acid generator, which captures electrons fast enough to compete with their return.

This number is good to an order of magnitude at best. Moving the birth distance from 3 to 4 nm multiplies the escape probability by about $e^{18.57/3-18.57/4}\simeq4.7$. Pairs made by one photon are also close enough to influence one another, which the estimate ignores.

The continuum description has its own limit. A hop of length $s$ along the force changes the energy by about $k_BTRs/r^2$. For $s=0.5$ nm this equals $k_BT$ at

$$r_s=\sqrt{Rs}=\sqrt{18.57\times0.5}\simeq3.05\ \mathrm{nm}.$$

Inside this radius, drift proportional to the force is doubtful. The birth distance of 3 nm lies just inside it, which is a further reason to distrust the escape probability.

The bulk rate constant is much less sensitive. Suppose that the attraction is removed inside $r_s$, so that $U$ stays at its value at $r_s$. The inner resistance was $(e^{-R/r_s}-e^{-R/a})/R$ and becomes $e^{-R/r_s}(1/a-1/r_s)$. With $e^{-R/r_s}\simeq0.00226$, the resistance integral rises by

$$0.00226\left(\frac1{0.7}-\frac1{3.05}-\frac1{18.57}\right)
\simeq0.0024\ \mathrm{nm^{-1}},$$

where the second exponential is negligible. The original integral is $1/R=0.0539\ \mathrm{nm^{-1}}$, so the rise is 4.4 percent and $k$ falls by 4.2 percent. This agrees with direct integration of the altered potential. The change is small because the potential energy inside $r_s$ is still low, so that the resistance there keeps the small factor $e^{-R/r_s}$. Not every change near the cation is so harmless: raising $U$ to zero inside $r_s$ would add about $1/a-1/r_s\simeq1.1\ \mathrm{nm^{-1}}$ to the integral and lower $k$ about twentyfold.

Changes at long range matter too, because half of the resistance lies beyond $R/\ln2\simeq27$ nm. If the free charges could respond in equilibrium, a small potential $\varphi$ would change their charge density by $-2Ne^2\varphi/k_BT$. Poisson's equation would then become $\nabla^2\varphi=\varphi/\lambda^2$, with

$$\lambda=\sqrt{\frac{\varepsilon k_BT}{2Ne^2}}=\frac1{\sqrt{8\pi RN}}\simeq46\ \mathrm{nm}$$

at $N=10^{15}\ \mathrm{cm^{-3}}$. Replacing $R/r$ by $(R/r)e^{-r/\lambda}$ in the resistance integral lowers $k$ by 24 percent relative to the unscreened value. This estimate assumes an equilibrium response. Slow cations may not provide it, and the steady electron density around a perfectly absorbing cation was found to be nearly uniform for $R\gg a$, instead of following the Boltzmann factor. The 24 percent therefore shows how sensitive $k$ is to the potential at distances of tens of nanometres; it is not a correction to be applied to the film.

An applied or charging field introduces another scale. The potential drop across $R$ equals $k_BT/e$ when $F=k_BT/(eR)=0.0139$ MV/cm. When $R$ is comparable with $a$, fields of this size distort the density around the cation. For $R\gg a$ the density stays nearly uniform. The total electric field has zero divergence outside the cation, so a uniform density satisfies the steady equation with diffusion included, except in the thin depleted layer at contact. The Langevin value therefore persists in this model, provided that the applied field is weak compared with the cation's own field at contact and that $\mu$ does not depend on the field.

Energetic disorder and deep traps can make the motion depend on how long an electron has been in the film. A single constant $D$ or $\mu$ then fails to describe it, and so does the rate constant derived here. The derivation also assumes an unbounded medium. An EUV resist film is only a few tens of nanometres thick. For a cation at the middle of a 40 nm film, the fraction $1-e^{-R/\rho}$ of the resistance that lies beyond the half-thickness $\rho=20$ nm is 60 percent. No electrons arrive from beyond the faces, so a uniform density no longer solves the problem. In such a film the capture rate falls below the Langevin value by tens of percent, even before image charges at the faces are considered. The numbers for the polymer therefore apply to thermalized, mobile electrons on their way to isolated cations in a sample several times thicker than $R$, with transport coefficients that have settled to constant values. The numerical output lists the values used.

## Numbers as computed

```
EXAMPLE: neat poly(4-hydroxystyrene) film, rough inputs
temperature = 300 K, kT = 0.02585 eV
relative permittivity = 3.0
contact radius a = 0.7 nm, hop length = 0.5 nm
electron mobility = 0.01 cm2/Vs
free electrons = cations = 1.0e+15 cm-3
diffusion coefficient D = 2.585e-04 cm2/s
Onsager radius R = 18.57 nm, R/a = 26.52
exp(-R/a) = 3.03e-12
k from full formula = 6.032e-09 cm3/s
Langevin e mu/(eps0 eps) = 6.032e-09 cm3/s
neutral sink 4 pi D a = 2.274e-10 cm3/s
first half-life 1/(k n) = 166 ns
k(1 ps)/k, uniform start = 1.00
contact constant that halves k = 1.8e-20 cm3/s
GENERAL FACTORS
R/a =  0.1: k/(4 pi D a) = 1.0508, k/k_Langevin = 10.50833
R/a =  1.0: k/(4 pi D a) = 1.5820, k/k_Langevin = 1.58198
R/a =  3.0: k/(4 pi D a) = 3.1572, k/k_Langevin = 1.05240
R/a = 10.0: k/(4 pi D a) = 10.0005, k/k_Langevin = 1.00005
excess over Langevin is 1 percent at R/a = 4.615
permittivity 78: R = 0.714 nm, k/k_Langevin = 1.564
TESTS WITH R = a, late transient amplitudes in units of R
uniform start: numeric 0.583, formula 0.582
Boltzmann start: numeric 1.585, formula 1.582
drift-only rate / Langevin, two fields = 0.9998, 0.9998
NEGLECTED EFFECTS
escape from own cation, born at 3 nm = 2.05e-03
same at grid radius 3.007 nm: numeric 2.084e-03, formula 2.084e-03
EUV inputs: 30 mJ/cm2, absorption 5 per um, 300 pulses, 3 pairs per photon
photon energy at 13.5 nm = 91.8 eV
absorbed photons per pulse = 3.4e+17 cm-3
free pairs per pulse = 2.1e+15 cm-3
acid generator: 0.1 nm-3, radius 0.5 nm
electron life with acid generator = 62 ps
cation half-life / that life = 2693
Debye length of free charges = 46.3 nm
k change by static screening = -24.0 percent
radius where one hop changes U by kT = 3.05 nm
k change, potential flat inside it = -4.2 percent
k for permittivity 2.5 and 4 = 7.24e-09, 4.52e-09 cm3/s
field dropping kT/e across R = 0.0139 MV/cm
```
